# Why Screening Lifts the Dirac 2s1/2–2p1/2 Degeneracy

Suppose you want the response of a single electron, or a single hole, in the $n=2$ shell to a weak perturbation of odd parity, such as an electric field, and you start from hydrogen-like Dirac orbitals. You must decide whether 2s1/2 and 2p1/2 form a degenerate pair. If they are separated by $\Delta$ and coupled by a real matrix element $v$, the two-level energies, measured from the lower level, are $\Delta/2\pm\sqrt{\Delta^2/4+v^2}$. For $\Delta=0$ the response is linear, $\pm v$; for $|v|\ll\Delta$ it is quadratic, $\pm v^2/\Delta$. The two energies always sum to $\Delta$, so if both states are occupied their mutual mixing cancels in the total energy. In the one-electron Dirac equation a bare point nucleus gives $\Delta=0$. If the other electrons are modelled as a spherical cloud of negative charge acting through a local potential, then at first order in that potential $\Delta>0$, and the contribution of each shell of charge can be found in closed form.

## The unscreened pair

Hartree atomic units are used, with $c$ the speed of light. An electron in a spherical potential energy $V(r)$ has large and small radial functions $P,Q$, normalized by $\int_0^\infty(P^2+Q^2)\,dr=1$. With $W$ the energy including $c^2$,

$$c\left(P'+\frac{\kappa}{r}P\right)=(W-V+c^2)Q,\qquad c\left(-Q'+\frac{\kappa}{r}Q\right)=(W-V-c^2)P .$$

Here $\kappa=-1$ for s1/2 and $\kappa=+1$ for p1/2. Take a point nucleus, $V=-Z/r$ with $Z<c$, and try

$$P=r^\gamma e^{-\lambda r}(a_0+a_1r),\qquad Q=r^\gamma e^{-\lambda r}(b_0+b_1r).$$

Write $A=(c^2+W)/c$ and $B=(c^2-W)/c$. The lowest power of $r$ gives $(\gamma+\kappa)a_0=(Z/c)b_0$ and $(\gamma-\kappa)b_0=-(Z/c)a_0$, so $\gamma=\sqrt{1-Z^2/c^2}$. The highest gives $-\lambda a_1=Ab_1$ and $-\lambda b_1=Ba_1$, so $\lambda^2=AB$. The middle power gives

$$\lambda a_0+Ab_0=(\gamma+1+\kappa)a_1-\frac Zc b_1,\qquad \lambda b_0+Ba_0=(\gamma+1-\kappa)b_1+\frac Zc a_1 .$$

Since $AB=\lambda^2$, $B$ times the first left side equals $\lambda$ times the second. Equating the right sides in the same way, with $b_1=-(B/\lambda)a_1$,

$$B(\gamma+1+\kappa)+\frac{ZB^2}{c\lambda}=-B(\gamma+1-\kappa)+\frac{Z\lambda}{c}.$$

The terms in $\kappa$ cancel. Multiplying by $\lambda/B$ leaves $2\lambda(\gamma+1)=(Z/c)(A-B)=2ZW/c^2$. Put $w=W/c^2$, so that $\lambda^2=c^2(1-w^2)$ and $\lambda(1+\gamma)=Zw$. Then

$$w^2=\frac{(1+\gamma)^2}{(1+\gamma)^2+Z^2/c^2}=\frac{(1+\gamma)^2}{2+2\gamma},\qquad N=\sqrt{2+2\gamma},\qquad w=\frac N2,\qquad \lambda=\frac ZN .$$

Both signs of $\kappa$ share this energy. These are the 2s1/2 and 2p1/2 states. The simpler form without $a_1,b_1$ is the 1s state. It is impossible for $\kappa=+1$, where the origin demands $b_0/a_0>0$ but decay demands $b_0/a_0=-\lambda/A<0$.

## The symmetry and what breaks it

Let the radial Hamiltonian act on the column $(P,Q)$, with Pauli matrices $\sigma_i$ and $e=i\sigma_2$:

$$H_\kappa=V+c^2\sigma_3+\frac{c\kappa}{r}\sigma_1-c\,e\frac{d}{dr},\qquad L=-Z+\frac{\kappa}{c}\,e\,(H_\kappa-c^2\sigma_3).$$

Because $e$ anticommutes with $\sigma_1$ and $\sigma_3$, $H_{-\kappa}e=e(H_\kappa-2c^2\sigma_3)$. Hence, with $H=H_\kappa$,

$$\begin{aligned}
H_{-\kappa}e(H-c^2\sigma_3)-e(H-c^2\sigma_3)H
&=e\left[2c^4-c^2(H\sigma_3+\sigma_3H)\right]\\
&=-2c^2V\,e\sigma_3=2c^2V\sigma_1 .
\end{aligned}$$

The second line uses $H\sigma_3+\sigma_3H=2V\sigma_3+2c^2$ and $e\sigma_3=-\sigma_1$. The constant in $L$ contributes $-Z(H_{-\kappa}-H_\kappa)=2c\kappa Z\sigma_1/r$. Together,

$$H_{-\kappa}L-LH_\kappa=2\kappa c\,\sigma_1\left(V+\frac Zr\right).$$

For the Coulomb field the right side is zero, so $L$ turns a solution for $\kappa$ into one for $-\kappa$ at the same energy. It does not annihilate 2s: $L\psi=0$ would require a constant ratio $Q/P$. For 2s this ratio is $-(Z/c)/(1+\gamma)$ at the origin and $-\lambda/A=-(Z/c)/(N+1+\gamma)$ at infinity.

Now let $V=-Z/r+\delta V$, and let $\psi$ and $\varphi$ be the screened 2s1/2 and 2p1/2 states. Taking the matrix element with $\kappa=-1$ gives

$$(E_p-E_s)\langle\varphi|L\psi\rangle=-2c\,\langle\varphi|\sigma_1\delta V|\psi\rangle .$$

The boundary terms vanish because both states are regular and decay. Screening is thus the source of the splitting. Yet a non-zero $\delta V$ is not sufficient: a constant shifts both levels equally, and $\delta V=q/r$ with constant $q$ merely replaces $Z$ by $Z-q$. In these cases the matrix element must vanish. A definite sign needs information about the screening charge.

## Each shell of charge contributes with one sign

Let $q(R)$ be the magnitude of the negative screening charge inside radius $R$, with $q'\ge0$. A shell carrying $q'(R)\,dR$ repels an electron at $r$ with energy $q'(R)\,dR/\max(r,R)$. The perturbation is spherical, so it does not mix different $\kappa$, and ordinary first-order perturbation theory applies despite the degeneracy. With $\rho=P^2+Q^2$ for the unscreened states,

$$\Delta=E_p-E_s=\int_0^\infty q'(R)\,T(R)\,dR,\qquad T(R)=\int_0^\infty\frac{\rho_p(r)-\rho_s(r)}{\max(r,R)}\,dr .$$

$T(R)$ is the difference between the repulsion energies of a unit charge at $R$ with the 2p and 2s clouds. Splitting the integral at $R$ and differentiating gives $R^2T'=-\int_0^R(\rho_p-\rho_s)\,dr$, hence $(R^2T')'=-(\rho_p-\rho_s)$.

The density difference is tightly constrained. With $x=2\lambda r$, it is $x^{2\gamma}e^{-x}$ times a quadratic polynomial. Its integral is zero by normalization. Its integral weighted by $1/r$ is also zero: $dW/dZ=-\langle1/r\rangle$, and the two levels coincide for every $Z$. On the monomial $x^k$ these two conditions involve $\Gamma(2\gamma+k+1)$ and $\Gamma(2\gamma+k)$. Their ratio $2\gamma+k$ depends on $k$, so the conditions are independent and leave one free coefficient.

Try $T_0=x^{2\gamma}e^{-x}$. Two differentiations give

$$\frac{d}{dx}\left(x^2\frac{dT_0}{dx}\right)=x^{2\gamma}e^{-x}\left[x^2-(4\gamma+2)x+2\gamma(2\gamma+1)\right].$$

This has the required form. Its integral vanishes because it is a total derivative. Weighted by $1/x$, it integrates by parts to $\int T_0'\,dx=0$. Therefore $\rho_p-\rho_s=-C(x^2T_0')'$ for some constant $C$; the factors of $2\lambda$ cancel between $r$ and $x$. The difference $T-CT_0$ then has the form $a+b/R$. Here $a=0$, since both functions vanish at infinity, and $b=0$, since $R^2$ times each derivative vanishes at the origin. So $T=CT_0$.

## Fixing the constant and its sign

The mean radius determines $C$. Define $a_s=\int r^s(P^2+Q^2)dr$, $b_s=\int r^s(P^2-Q^2)dr$ and $k_s=\int r^sPQ\,dr$; these replace the earlier polynomial coefficients. The radial equations give

$$\begin{aligned}
(P^2+Q^2)'&=-\frac{2\kappa}{r}(P^2-Q^2)+4cPQ,\\
(P^2-Q^2)'&=-\frac{2\kappa}{r}(P^2+Q^2)+\frac4c\left(W+\frac Zr\right)PQ,\\
(PQ)'&=-\frac1c\left(W+\frac Zr\right)(P^2-Q^2)+c(P^2+Q^2).
\end{aligned}$$

Multiply by $r^s$ and integrate; the boundary terms vanish for $s\ge0$.

For $s=0$, the first and third lines give $k_0=\kappa b_{-1}/(2c)$ and $Zb_{-1}=c^2-Wb_0$. For $s=1$, the first gives $k_1=(2\kappa b_0-1)/(4c)$, and the second becomes

$$-b_0=-2\kappa+w(2\kappa b_0-1)+2\kappa(1-wb_0)=-w .$$

Thus $b_0=w$, $Zb_{-1}=c^2(1-w^2)=\lambda^2$, and $k_0=\kappa\lambda^2/(2cZ)$. The third line at $s=1$ reads $wb_1=a_1+k_0/c-Zw/c^2$. At $s=2$, the first gives $k_2=(\kappa b_1-a_1)/(2c)$, which turns the second into

$$(1+\kappa w)b_1=(\kappa+w)a_1-\frac{Z(2\kappa w-1)}{2c^2}.$$

Multiply by $w$ and substitute for $wb_1$. The terms $\kappa wa_1$ cancel, leaving

$$(1-w^2)a_1=\frac{3Zw}{2c^2}-(1+\kappa w)\frac{\kappa\lambda^2}{2c^2Z}.$$

Dividing by $1-w^2=\lambda^2/c^2$ and using $\kappa^2=1$,

$$\langle r\rangle=a_1=\frac{3Zw}{2\lambda^2}-\frac{w+\kappa}{2Z},\qquad \langle r\rangle_p-\langle r\rangle_s=-\frac1Z .$$

The equation for $T$, integrated by parts twice, gives

$$-\frac1Z=-\int_0^\infty r(r^2T')'dr=\int_0^\infty r^2T'dr=-2\int_0^\infty rT\,dr .$$

But $\int_0^\infty rT\,dr=C\,\Gamma(2\gamma+2)/(4\lambda^2)$. Since $\lambda^2=Z^2/[2(1+\gamma)]$,

$$T(r)=\frac{Z}{(1+\gamma)\Gamma(2\gamma+2)}(2\lambda r)^{2\gamma}e^{-2\lambda r}>0 .$$

Any non-negative screening charge with some part at finite, non-zero radius therefore puts 2s1/2 below 2p1/2 at first order. The density difference shows how. The quadratic above has roots $x=2\gamma+1\pm\sqrt{2\gamma+1}$, so the 2s density is larger inside the first and outside the second, while the 2p density is larger between them. The 2s cloud extends farther out, but its inner part keeps its $\langle1/r\rangle$ equal to that of 2p. A shell distinguishes the clouds most strongly at $r=\gamma/\lambda$.

The condition on sign matters. Since $T$ is positive, positive and negative shells can be chosen to cancel. A nucleus of finite size contributes with the opposite sign: relative to a point nucleus, it moves positive charge from the origin, where $T=0$, to finite radii, where $q'<0$. Without screening this raises 2s above 2p. For $Z=80$ and a uniform sphere of radius $1.33\times10^{-4}$ bohr the shift is about 9 eV (11 eV at first order), much less than the screening gap found below, which it reduces but does not reverse.

## Yukawa screening

For $V=-Ze^{-\mu r}/r$, the perturbation is $\delta V=Z(1-e^{-\mu r})/r$. Gauss's law gives

$$q=-r^2\delta V'=Z\left[1-(1+\mu r)e^{-\mu r}\right],\qquad q'=Z\mu^2re^{-\mu r}\ge0 .$$

Inserting this and using the gamma integral,

$$\Delta=\frac{Z^2\mu^2}{1+\gamma}\,\frac{(2\lambda)^{2\gamma}}{(2\lambda+\mu)^{2\gamma+2}}
=\frac{\mu^2}{2}\left(1+\frac{\mu}{2\lambda}\right)^{-(2\gamma+2)} .$$

The last step uses $Z^2/\lambda^2=2(1+\gamma)$. For $\mu\ll2\lambda$ the splitting tends to $\mu^2/2$, independent of $Z$. In the nonrelativistic limit, $\gamma\to1$ and $\lambda\to Z/2$, it becomes $(\mu^2/2)(1+\mu/Z)^{-4}$.

Take a model nucleus with $Z=80$ and $\mu=4$ per bohr. Then $\gamma=0.8119$, $\lambda=42.02$ per bohr and $\mu/(2\lambda)=0.04759$, so

$$\Delta=8.000\times(1.04759)^{-3.6238}=6.760\ \text{hartree}=183.9\ \text{eV}.$$

The nonrelativistic formula gives 6.582 hartree.

For comparison, the radial equations were integrated outward from the origin and inward from large radius, and the energy adjusted until the solutions matched:

| Quantity (hartree) | 2s1/2 | 2p1/2 |
|---|---:|---:|
| Unscreened energy | −904.848 | −904.848 |
| First-order shift | 282.366 | 289.126 |
| Screened energy, integrated | −622.818 | −616.042 |

The direct splitting is 6.776 hartree, or 184.4 eV, which is 0.25% above the first-order value. The individual levels lie 0.337 and 0.320 hartree below their first-order energies; most of this error cancels in the difference. The symmetry identity, evaluated with the screened wave functions, also gives 6.776 hartree.

## How far first order can be trusted

Expand $\delta V=Z\mu-Z\mu^2r/2+Z\mu^3r^2/6-\cdots$. The constant changes no wave function. The remaining perturbation begins at $\mu^2$, so second-order corrections begin at $\mu^4$, whereas the splitting itself begins at $\mu^2$. At $Z=20$, halving $\mu$ from 0.125 to 0.0625 per bohr reduces the absolute error with an effective power of 3.90, close to four.

For $Z=80$ the comparison is:

| $\mu$ (1/bohr) | First order (hartree) | Direct (hartree) | Direct relative to first order |
|---:|---:|---:|---:|
| 1 | 0.4790 | 0.4792 | +0.03% |
| 2 | 1.8366 | 1.8386 | +0.11% |
| 4 | 6.760 | 6.776 | +0.25% |
| 8 | 23.018 | 22.966 | −0.22% |

A pure $\mu^4$ error would grow sixteenfold with each doubling of $\mu$. From $\mu=1$ to 2 and from 2 to 4 the absolute error grows only about twelvefold and ninefold, so higher powers already offset part of the $\mu^4$ term at $\mu=4$. Between $\mu=4$ and $\mu=8$ they outweigh it and the error changes sign. The small error at $\mu=8$ comes from this cancellation and should not be extrapolated to stronger screening.

The positive sign of $T$ proves the ordering for sufficiently weak screening of any admissible shape. At finite strength, the evidence here consists of Yukawa cases only: the four in the table, the two at $Z=20$, and the sums of Yukawa terms quoted at the end. The numerical check also covers a different shape, a two-electron exponential cloud: the slope of the directly integrated splitting with respect to the cloud's strength, taken at zero strength, agrees with the shell formula, 6.264 hartree per unit strength.

For the decision at the start, take the model at $Z=80$ and $\mu=4$ per bohr as an illustration, keeping only these two states and leaving out coupling to 2p3/2 and other levels. Couplings much smaller than 184 eV call for ordinary perturbation theory with the screened denominator; comparable or larger couplings require the two states to be diagonalized together. For an electric field the dipole element between the two states is 0.019 bohr, so a coupling equal to the gap needs about $2\times10^{14}$ V/m, and static laboratory fields lie deep in the quadratic regime. The two-state truncation is not quantitative there: 2p3/2 alone adds about 18% to the quadratic shift of 2s. The value 184 eV belongs to this choice of $\mu$ and is not an estimate for a real atom with $Z=80$. The gap depends strongly on how much screening charge lies where $T$ is large, and in the table it runs from 0.48 to 23 hartree. For a real atom the shell formula needs the actual $q'(R)$, and it remains first order about the bare nucleus. For a neutral cloud described by Molière's three-Yukawa fit to the Thomas–Fermi potential, it overestimates the exact gap in that potential by about 2% at $Z=80$, 9% at $Z=30$ and 47% at $Z=10$, so for light atoms the screened equations must be solved directly. Exchange, finite nuclear size and radiative corrections are also absent from this model and would change the gap.

## Computed values

```
speed of light c = 137.035999 a.u.
nuclear charge Z = 80
gamma = 0.811906, N = 1.903631 (dimensionless)
lambda = 42.02495 1/bohr
Coulomb level, closed formula = -904.847783 hartree
Coulomb 2s1/2, integrated = -904.847783 hartree
Coulomb 2p1/2, integrated = -904.847783 hartree
mean radius 2s1/2 = 0.064974 bohr
mean radius 2p1/2 = 0.052474 bohr
mean 1/r, 2s1/2 = 25.88043 1/bohr
mean 1/r, 2p1/2 = 25.88043 1/bohr
squared norm of L(2s) = 4633.904 a.u.
Z^2 - lambda^2 = 4633.904 a.u.
radius where T is largest = 0.019320 bohr
largest T = 5.00764 hartree per unit charge
shell at 0.00673 bohr: T from densities 2.60333, formula 2.60333 hartree per unit charge
shell at 0.02973 bohr: T from densities 4.20342, formula 4.20342 hartree per unit charge
shell at 0.09566 bohr: T from densities 0.10996, formula 0.10996 hartree per unit charge
main example: mu = 4.0 1/bohr
mu/(2 lambda) = 0.047591
first-order shift 2s1/2 = 282.36639 hartree
first-order shift 2p1/2 = 289.12596 hartree
screened 2s1/2, integrated = -622.81828 hartree
screened 2p1/2, integrated = -616.04210 hartree
splitting, first order by quadrature = 6.75957 hartree
splitting, first order closed form = 6.75957 hartree
the same = 183.94 eV
splitting, direct integration = 6.77618 hartree
the same = 184.39 eV
splitting from exact symmetry identity = 6.77618 hartree
nonrelativistic first-order splitting = 6.58162 hartree
small-mu limit mu^2/2 = 8.00000 hartree
mu = 1 1/bohr: first order 0.47902, direct 0.47918 hartree, direct/first - 1 = 0.033 %
mu = 2 1/bohr: first order 1.83662, direct 1.83856 hartree, direct/first - 1 = 0.106 %
mu = 4 1/bohr: first order 6.75957, direct 6.77618 hartree, direct/first - 1 = 0.246 %
mu = 8 1/bohr: first order 23.01758, direct 22.96602 hartree, direct/first - 1 = -0.224 %
cloud: 2 electrons, beta = 40 1/bohr, strength step 0.05
cloud splitting, first-order formula = 6.26389 hartree
cloud splitting, slope of direct energies = 6.26389 hartree
Z = 20, error of first order at mu = 0.125 1/bohr: 7.935e-07 hartree
Z = 20, error of first order at mu = 0.0625 1/bohr: 5.306e-08 hartree
power of mu in this error = 3.90
```
